\section*{Scale length of a gate-all-around cylinder from Bessel-function matching}

\section{The decision and the setting}

A designer of a gate-all-around transistor may replace a thin insulator by a thicker one of higher permittivity, so that the gate capacitance is kept or even raised. Whether the gate length can then stay the same depends on the distance over which the source and drain potentials die out along the channel. That distance is not fixed by the capacitance alone, because the lateral field also runs through the insulator.

Let the semiconductor fill $0\le r<a$, with relative permittivity $\epsilon_s$, and the insulator $a<r<b$, with relative permittivity $\epsilon_i$. The gate is an ideal conductor at $r=b=a+t$, and the channel runs from $z=0$ to $z=L$. The potential $\psi$ is measured from the effective gate potential, which includes the work-function difference, so $\psi(b,z)=0$.

The assumptions are these. The transistor is in subthreshold and mobile charge is neglected. The acceptor density $N$ is uniform, the dielectrics are isotropic with a sharp interface free of charge, and quantum confinement is left out. The potential is prescribed on the end planes, in the insulator as well as in the semiconductor, and is axisymmetric there. With $q>0$ the elementary charge and $Q=qN/\epsilon_0$, the acceptor charge density $-qN$ gives
\begin{equation}
\nabla\cdot(\epsilon\nabla\psi)=\begin{cases}Q,& r<a,\\ 0,& a<r<b.\end{cases}
\label{poisson}
\end{equation}

Write $\psi=\psi_\ell(r)+\varphi(r,z)$, where $\psi_\ell$ is the long-channel solution. One integration from the axis gives $\epsilon_s r\psi_\ell'=Qr^2/2$ inside. Continuity of the flux then gives $\epsilon_i r\psi_\ell'=Qa^2/2$ outside. Integrating inward from $\psi_\ell(b)=0$,
\begin{equation}
\psi_\ell=\begin{cases}
-\dfrac{Q(a^2-r^2)}{4\epsilon_s}-\dfrac{Qa^2}{2\epsilon_i}\ln\dfrac ba,& r\le a,\\[2mm]
-\dfrac{Qa^2}{2\epsilon_i}\ln\dfrac br,& r\ge a.
\end{cases}
\label{long}
\end{equation}
The remainder satisfies $\nabla\cdot(\epsilon\nabla\varphi)=0$ and $\varphi(b,z)=0$. It carries the whole short-channel effect.

\section{The theorem}

Let $J_n$ and $Y_n$ be the Bessel functions of the first and second kind, and define, for $k>0$,
\begin{align}
C_0(r)&=J_0(kr)Y_0(kb)-Y_0(kr)J_0(kb),\\
C_1(r)&=J_1(kr)Y_0(kb)-Y_1(kr)J_0(kb).
\end{align}
Let $j_{01}=2.4048$ be the first zero of $J_0$, and $k_N$ the smallest positive $k$ for which $C_1(a)=0$.

\paragraph{Theorem.} Under the stated assumptions:

(i) A nonzero mode $R(r)e^{\pm z/\lambda}$ of $\varphi$ exists if and only if $k=1/\lambda$ satisfies
\begin{equation}
\epsilon_s J_1(ka)\,C_0(a)=\epsilon_i J_0(ka)\,C_1(a).
\label{main}
\end{equation}

(ii) Exactly one root $k_1$ lies below $k_m=\min(j_{01}/a,\,k_N)$. It gives the largest decay length, the scale length $\lambda_1=1/k_1$.

(iii) At fixed $a$, $b$ and $\epsilon_s$, $\lambda_1$ falls as $\epsilon_i$ rises, and tends to $\max(a/j_{01},\,1/k_N)$ as $\epsilon_i\to\infty$.

The convention is decay as $e^{-z/\lambda}$. A length defined through $e^{-\pi z/\Lambda}$ would be $\Lambda=\pi\lambda$.

\section{Matching at the interface}

Put $\varphi=R(r)Z(z)$ with $Z''=k^2Z$. Then
\begin{equation}
(\epsilon rR')'+k^2\epsilon rR=0,
\label{radial}
\end{equation}
with $R$ and $\epsilon R'$ continuous at $a$, $R(b)=0$, and $R$ regular on the axis.

\paragraph{Lemma 1.} Every separation constant $k^2$ is real and positive, and modes with different $k^2$ are orthogonal with weight $\epsilon r$.

\emph{Proof.} Multiply \eqref{radial} by $R^*$ and integrate by parts. The boundary term $\epsilon rR^*R'$ vanishes at $r=0$ and at $b$, and is continuous at $a$. Hence
\begin{equation}
k^2\int_0^b\epsilon r|R|^2dr=\int_0^b\epsilon r|R'|^2dr .
\label{quotient}
\end{equation}
The right side is positive, since $R'=0$ everywhere with $R(b)=0$ would give $R=0$. For two modes, multiply each equation by the other function and subtract. The same boundary terms vanish, leaving $(k_n^2-k_p^2)\int\epsilon rR_nR_p\,dr=0$ for modes $n$ and $p$. $\square$

\emph{Proof of (i).} In each region $\epsilon$ is constant and \eqref{radial} is the zeroth-order Bessel equation. In the semiconductor $Y_0(kr)$ is excluded, because it diverges logarithmically on the axis, so $R=A J_0(kr)$. In the insulator $R=\alpha J_0(kr)+\beta Y_0(kr)$ with $\alpha J_0(kb)+\beta Y_0(kb)=0$. Since $J_0$ and $Y_0$ have no common zero, this fixes $\alpha:\beta=Y_0(kb):-J_0(kb)$, that is, $R=B\,C_0(r)$.

From $J_0'=-J_1$ and $Y_0'=-Y_1$ follows $C_0'(r)=-kC_1(r)$. Continuity of $R$ and of $\epsilon R'$ at $a$, the second divided by $-k$, reads
\begin{align}
A J_0(ka)-B C_0(a)&=0,\\
\epsilon_s A J_1(ka)-\epsilon_i B C_1(a)&=0.
\end{align}
A nonzero pair $(A,B)$ exists if and only if the determinant $-\epsilon_iJ_0(ka)C_1(a)+\epsilon_sJ_1(ka)C_0(a)$ vanishes, which is \eqref{main}. $\square$

\paragraph{Remark.} Dividing \eqref{main} by $J_0(ka)C_0(a)$ gives a ratio form that loses any root at which both factors vanish. The product form keeps it.

The operator in \eqref{radial} is self-adjoint with a discrete spectrum, so by the standard spectral theorem its modes are complete, and $\varphi$ is a sum over them. Different end potentials change the amplitudes in that sum and leave the lengths alone.

\section{The fundamental root}

Set $s=k^2$ and define the logarithmic slopes on the two sides of the interface,
\begin{equation}
f(s)=\frac{kJ_1(ka)}{J_0(ka)},\qquad g(s)=\frac{kC_1(a)}{C_0(a)} .
\end{equation}
Both equal $-R'/R$ at $r=a$. Where the denominators do not vanish, \eqref{main} is $\epsilon_sf=\epsilon_ig$.

\paragraph{Lemma 2.} Between their poles,
\begin{equation}
\frac{df}{ds}=\frac{\int_0^a rR^2dr}{aR(a)^2}>0,\qquad
\frac{dg}{ds}=-\frac{\int_a^b rR^2dr}{aR(a)^2}<0 ,
\label{slopes}
\end{equation}
where $R$ is $J_0(kr)$ in the first and $C_0(r)$ in the second.

\emph{Proof.} Let $S=\partial R/\partial s$. Differentiating $(rR')'+srR=0$ gives $(rS')'+srS=-rR$. Multiply the second equation by $R$, the first by $S$, and subtract:
\begin{equation}
\bigl[r(RS'-SR')\bigr]'=-rR^2 .
\end{equation}
Moreover $\partial_s(R'/R)=(RS'-SR')/R^2$. Integration from $0$ to $a$ gives $a(RS'-SR')_a=-\int_0^arR^2dr$, hence the first result after the sign change in $f=-R'/R$. In the insulator $R(b)=0$ for every $s$, so $S(b)=0$ too. Integration from $a$ to $b$ gives $-a(RS'-SR')_a=-\int_a^brR^2dr$, hence the second. $\square$

\emph{Proof of (ii).} As $k\to0$, $f\to0$. It then rises to $+\infty$ at $k=j_{01}/a$. For $g$, use $Y_0(x)\simeq(2/\pi)\ln x+\text{const}$ and $Y_1(x)\simeq-2/(\pi x)$ at small $x$. Then $C_0(a)\to(2/\pi)\ln(b/a)$ and $kC_1(a)\to2/(\pi a)$, so
\begin{equation}
g(0)=\frac{1}{a\ln(b/a)} .
\label{gzero}
\end{equation}
From this value $g$ falls. At its first pole it must go to $-\infty$, because it is decreasing, so it passes zero before the pole. That zero is $k_N$. On $0<k<k_m$ neither denominator vanishes, $\epsilon_sf$ rises from zero, and $\epsilon_ig$ falls from a positive value. At $k_m$ either $f$ has diverged or $g$ has reached zero. The curves therefore cross once. $\square$

\emph{Proof of (iii).} Raising $\epsilon_i$ lifts the falling curve and moves the crossing to larger $k$. For any fixed $k<k_m$, $g(k^2)>0$, so $\epsilon_ig>\epsilon_sf$ once $\epsilon_i$ is large enough, and the crossing lies above that $k$. Thus $k_1\to k_m$. $\square$

The rate follows by differentiating $\epsilon_sf(s)=\epsilon_ig(s)$ with respect to $\epsilon_i$:
\begin{equation}
\left(\epsilon_s\frac{df}{ds}-\epsilon_i\frac{dg}{ds}\right)\frac{ds}{d\epsilon_i}=g .
\end{equation}
By \eqref{slopes} the bracket is $M/[aR(a)^2]$ with $M=\int_0^b\epsilon rR^2dr$. Normalizing $R(0)=1$, so that $R(a)=J_0(ka)$, and using $g=(\epsilon_s/\epsilon_i)f$,
\begin{equation}
\frac{d(k_1^2)}{d\epsilon_i}=\frac{a k_1}{M}\,\frac{\epsilon_s}{\epsilon_i}\,J_0(k_1a)J_1(k_1a).
\label{sens}
\end{equation}

\paragraph{Remark on angular modes.} If the end potentials are not axisymmetric, modes proportional to $\cos m\theta$ appear. Their quotient \eqref{quotient} gains the positive term $m^2\int\epsilon R^2dr/r$ in the numerator. Since $k_1^2$ is the minimum of the quotient without that term, every mode with $m\ge1$ decays faster than the fundamental.

\section{Limits and approximations}

\paragraph{Equal permittivities.} For $\epsilon_s=\epsilon_i$ the terms with $J_0(ka)J_1(ka)$ in \eqref{main} cancel, and what remains is
\begin{equation}
J_0(kb)\,[J_0(ka)Y_1(ka)-J_1(ka)Y_0(ka)]=-\frac{2}{\pi ka}J_0(kb)=0 ,
\end{equation}
by the Wronskian $J_1Y_0-J_0Y_1=2/(\pi x)$. Hence $\lambda_1=b/j_{01}$, as for one homogeneous cylinder. By part (iii), $\lambda_1>b/j_{01}$ whenever $\epsilon_i<\epsilon_s$, and $\lambda_1<b/j_{01}$ whenever $\epsilon_i>\epsilon_s$.

\paragraph{Insulator as a capacitor.} If the lateral field in the insulator is neglected, $g$ is replaced by \eqref{gzero}:
\begin{equation}
\epsilon_s\frac{kJ_1(ka)}{J_0(ka)}=\frac{\epsilon_i}{a\ln(b/a)} .
\label{static}
\end{equation}
Let its first root be $1/\lambda_c$. Because $g(k_1^2)<g(0)$, the value of $f$ at $k_1$ is smaller than at $1/\lambda_c$, and $f$ is increasing. So $\lambda_c<\lambda_1$: this approximation underestimates the scale length.

\paragraph{Parabolic estimate.} Replace $J_1(x)$ by $x/2$ and $J_0(x)$ by $1-x^2/4$ in \eqref{static}, with $x=ka$. Then
\begin{equation}
\frac{\epsilon_s a^2k^2}{2}\ln\frac ba=\epsilon_i\left(1-\frac{k^2a^2}{4}\right),
\end{equation}
and division by $\epsilon_ik^2$ gives
\begin{equation}
\lambda_p^2=\frac{a^2}{4}+\frac{\epsilon_sa^2}{2\epsilon_i}\ln\frac ba .
\label{parabola}
\end{equation}
For $0<x<2$ the alternating series give $J_1<x/2$ and $J_0>1-x^2/4>0$. The replaced ratio is thus too large and reaches the right side of \eqref{static} at a smaller $k$, so $\lambda_p>\lambda_c$. The two errors in $\lambda_p$ oppose each other, and its error relative to $\lambda_1$ has no fixed sign.

\paragraph{The two floors.} The floor $a/j_{01}$ belongs to a semiconductor whose surface is held at the gate potential. The floor $1/k_N$ belongs to an insulator with zero radial field at its inner surface. For $t\ll a$ the factor $r$ in \eqref{radial} hardly varies across the insulator. Then $R''+k^2R=0$ with $R'(a)=R(b)=0$ gives $k_Nt\simeq\pi/2$, or $1/k_N\simeq2t/\pi$.

\section{From the scale length to the barrier}

\paragraph{Proposition.} Let the source-end potential be $u_Sh(r)$, with $h=1$ in the semiconductor and $h=\ln(b/r)/\ln(b/a)$ in the insulator, and let the drain end be $u_Dh(r)$. The amplitude at the source end of a mode with $R(0)=1$ is
\begin{equation}
S=\frac{1}{k^2M}\left[\frac{\epsilon_iu_SJ_0(ka)}{\ln(b/a)}+\frac{QaJ_1(ka)}{k}\right],
\label{amp}
\end{equation}
and the drain amplitude $D$ has $u_D$ in place of $u_S$.

\emph{Proof.} By orthogonality $SM=\int_0^b\epsilon rR\,(u_Sh-\psi_\ell)\,dr$. Use \eqref{radial} and integrate by parts. The boundary terms vanish because $h$ and $\psi_\ell$ are zero at the gate:
\begin{equation}
k^2SM=\int_0^b\epsilon rR'(u_Sh'-\psi_\ell')\,dr .
\end{equation}
In the insulator $rh'=-1/\ln(b/a)$, and inside $h'=0$. The first part is $-\epsilon_iu_S[R(b)-R(a)]/\ln(b/a)=\epsilon_iu_SR(a)/\ln(b/a)$. In the second part a further integration by parts, with $R(b)=0$, gives $+\int R(\epsilon r\psi_\ell')'dr=Q\int_0^arJ_0(kr)dr=QaJ_1(ka)/k$. $\square$

On the axis the fundamental mode contributes
\begin{equation}
\varphi(0,z)=\frac{S_1\sinh k_1(L-z)+D_1\sinh k_1z}{\sinh k_1L}
\simeq S_1e^{-k_1z}+D_1e^{-k_1(L-z)} ,
\end{equation}
where terms of relative size $e^{-k_1L}$ near mid-channel are dropped. For positive $S_1$ and $D_1$ the sum of the two exponentials is least where they are equal:
\begin{equation}
\varphi_{\min}\simeq2\sqrt{S_1D_1}\,e^{-L/2\lambda_1},\qquad
z_{\min}\simeq\frac L2-\frac{\lambda_1}{2}\ln\frac{D_1}{S_1}.
\label{min}
\end{equation}
This requires $L\gg\lambda_1$ and a minimum well inside the channel. Since $\psi_\ell(0)$ does not depend on $z$, the same point is the minimum of $\psi$ on the axis. An electron has energy $-q\psi$, so this point is the top of the electron barrier along the axis, and a larger $\varphi_{\min}$ means a lower barrier on that path. The axis is not always the easiest path. By \eqref{long}, $\psi_\ell$ is higher at $r=a$ than on the axis by $Qa^2/(4\epsilon_s)$, so in a channel long enough for $\varphi$ to be negligible near its middle, the barrier is lower at the semiconductor surface.

\section{Numerical example}

Take round model parameters: $a=5$ nm, $t=2$ nm, $\epsilon_s=12$, $\epsilon_i=4$, $L=30$ nm, $N=10^{18}\ \mathrm{cm^{-3}}$, $u_S=0.6$ V and $u_D=1.1$ V. Roots of \eqref{main} are found by scanning $k$ for sign changes and refining each bracket. The first is $k_1=0.24344\ \mathrm{nm^{-1}}$, below $j_{01}/a=0.481\ \mathrm{nm^{-1}}$ and $k_N=0.840\ \mathrm{nm^{-1}}$, so
\begin{equation}
\lambda_1=\frac{1}{0.24344\ \mathrm{nm^{-1}}}=4.108\ \mathrm{nm}=4.108\times10^{-9}\ \mathrm m .
\end{equation}
The next length is 1.289 nm, so the higher modes are negligible at mid-channel.

\paragraph{Barrier.} The integral $M$ is $109.8\ \mathrm{nm^2}$, and \eqref{amp} gives $S_1=0.7549$ V and $D_1=1.3600$ V. With $L/2\lambda_1=3.652$,
\begin{align}
\varphi_{\min}&\simeq2\sqrt{0.7549\times1.3600}\;e^{-3.652}\ \mathrm V=0.0526\ \mathrm V,\\
z_{\min}&\simeq15-2.054\ln\frac{1.3600}{0.7549}=13.79\ \mathrm{nm}.
\end{align}
The sum over the first twelve modes, minimized numerically, gives 0.0525 V at the same position to this precision. Equation \eqref{long} gives $\psi_\ell(0)=-0.0285$ V, so the axis potential at the barrier is 0.0241 V. With the drain at 0.6 V the twelve-mode minimum of $\varphi$ is 0.0392 V. The extra 0.5 V on the drain thus lowers the barrier on the axis by 13.4 meV, or about 27 meV per volt. At $L=40$ nm and $u_D=1.1$ V, $\varphi_{\min}$ is 0.0156 V. The ratio to the 30 nm value is 0.296, in line with $e^{-10/(2\times4.108)}=0.296$. Which path is easiest follows from comparing $\varphi_{\min}[1-J_0(k_1a)]$, with $J_0(k_1a)=0.663$, to $Qa^2/(4\epsilon_s)=0.0094$ V. At 30 nm the first is 0.0177 V and the axis is the easier path. At 40 nm it is 0.0052 V, and the barrier is lower at the surface.

\paragraph{Approximations.} For $t=2$ nm, $\lambda_c=3.996$ nm is 2.7\% below $\lambda_1$, and $\lambda_p=4.344$ nm is 5.7\% above it. For $t=20$ nm the root of \eqref{main} gives 11.85 nm, while $\lambda_c=7.97$ nm and $\lambda_p=8.16$ nm are both more than 30\% too short. They even violate the bound $\lambda_1>b/j_{01}=25/2.4048=10.4$ nm. To keep $L/2\lambda_1=3.65$ this thick insulator needs $L=2\times3.65\times11.85=87$ nm, whereas $\lambda_p$ put in the same ratio would suggest 60 nm. Keeping this ratio keeps the exponential factor in \eqref{min}, not the barrier itself, since the amplitudes and $\psi_\ell$ also change with $t$.

\paragraph{Choice of insulator.} The roots for other permittivities, with $a=5$ nm and $\epsilon_s=12$, are:

\begin{center}
\begin{tabular}{ccc}
$\epsilon_i$ & $\lambda_1$ (nm), $t=2$ nm & $\lambda_1$ (nm), $t=5$ nm\\
4 & 4.11 & 5.90\\
12 & 2.91 & 4.16\\
24 & 2.53 & 3.57\\
100 & 2.19 & 3.02\\
$\infty$ & 2.08 & 2.79
\end{tabular}
\end{center}

The gate capacitance per length is proportional to $\epsilon_i/\ln(b/a)$. It is $4/\ln1.4=11.9$ for the 2 nm layer with $\epsilon_i=4$, and $12/\ln2=17.3$ for the 5 nm layer with $\epsilon_i=12$. The thicker layer has 46\% more capacitance, yet its scale length is 1\% longer. As far as the scale length goes, this particular exchange therefore gives no room for a shorter gate. A difference of 1\% is small enough that the amplitudes, which depend on the end potential in the insulator, can decide which layer has the lower barrier. The 5 nm layer with $\epsilon_i=24$ does shorten the scale length, to 3.57 nm.

The last row shows that a higher permittivity can offset only a limited increase in thickness, because the scale length has a floor that grows with $t$ once the insulator sets it. At $t=2$ nm the semiconductor sets the floor, since $a/j_{01}=2.08$ nm exceeds $1/k_N=1.19$ nm. At $t=5$ nm the insulator sets it, with $1/k_N=2.79$ nm. Near $\epsilon_i=4$ and $t=2$ nm permittivity still helps: \eqref{sens} gives $d(k_1^2)/d\epsilon_i=0.0111\ \mathrm{nm^{-2}}$, so
\begin{equation}
\frac{d\lambda_1}{d\epsilon_i}=-\frac{\lambda_1^3}{2}\frac{d(k_1^2)}{d\epsilon_i}
=-\frac{4.108^3\times0.0111}{2}\ \mathrm{nm}\simeq-0.38\ \mathrm{nm}
\end{equation}
per unit of relative permittivity.

\section{Where the result fails}

Above threshold, mobile charge responds to $\varphi$ and the equation is no longer Laplace's. The same happens near heavily doped contacts, so the planes $z=0$ and $z=L$ must be placed where the mobile charge has become small, and $L$ need not equal the drawn gate length. If the gate does not cover the whole interval between these planes, the condition $\varphi(b,z)=0$ fails on the uncovered part. Anisotropic permittivities change \eqref{radial} itself. A fixed interface charge uniform in $z$ and angle, by contrast, enters $\psi_\ell$ and the amplitudes, and leaves $\lambda_1$ unchanged. The uniform acceptor charge is only an average when the channel holds few dopants. In the example $N\pi a^2L\approx2.4$ acceptors, and the bare potential of one acceptor at 5 nm is 24 mV. The dopant terms in \eqref{long} and \eqref{amp} then vary from device to device, while $\lambda_1$, which does not depend on fixed charge, is unaffected. Confinement shifts the electron levels and the charge distribution. The barrier found here is electrostatic, and a threshold voltage needs those shifts in addition.

Numerical values quoted here were computed with a short program.
